# Why Peierls Distortion Lowers Polarizability in a Half-Filled p-Orbital Chain

A phase-change memory cell stores a bit in the atomic arrangement of a film, and the two arrangements differ in their optical constants as well as in their resistance. In many of these materials the bonding is carried largely by p orbitals pointing along nearly straight rows of atoms. Along a row, short and long bonds may alternate. This alternation is the Peierls distortion, and its strength varies with composition and phase. The question is what it does to the electronic polarizability, and by which mechanism.

## The model and its gap

Take one row of identical atoms with spacing $a$. Each atom contributes one p orbital along the row, holding one electron on average. Electrons are independent and have two spin states. The distortion enters first through the hoppings alone, which alternate between $t(1+\delta)$ and $t(1-\delta)$ with the mean $t$ held fixed and $0<\delta<1$. The atoms stay equally spaced for now; their displacement is added later.

The cell has two atoms, A and B, and length $2a$. An A atom is joined to the B atom on one side by the strong hopping and to the B atom on the other side by the weak one. With $\theta=ka$, the Bloch matrix has zero diagonal and the off-diagonal element

$$h=t(1+\delta)e^{i\theta}+t(1-\delta)e^{-i\theta}=2t(\cos\theta+i\delta\sin\theta).$$

Its eigenvalues are $\pm|h|$, where

$$|h|^2=4t^2D,\qquad D=\cos^2\theta+\delta^2\sin^2\theta .$$

Two electrons per cell fill the lower band. The transition energy at fixed $k$ is $\Delta E=2|h|=4t\sqrt D$. Since $D$ is smallest at $\theta=\pi/2$, where it equals $\delta^2$, the gap is

$$E_g=4t\delta .$$

## How strongly light couples the two bands

Write $h=|h|e^{i\varphi}$. The filled and empty states are $u_v=(e^{i\varphi},-1)/\sqrt2$ and $u_c=(e^{i\varphi},1)/\sqrt2$. The position operator connects them through

$$x_{cv}=i\langle u_c|\partial_k u_v\rangle=i\cdot\frac{i\varphi'}{2}=-\frac{\varphi'}{2},\qquad \varphi'=\frac{d\varphi}{dk}.$$

The phase derivative follows from $\varphi'=\mathrm{Im}(h^*\partial_kh)/|h|^2$. With $\partial_kh=2ta(-\sin\theta+i\delta\cos\theta)$,

$$\mathrm{Im}(h^*\partial_kh)=4t^2a\,\delta(\cos^2\theta+\sin^2\theta)=4t^2a\delta,\qquad \varphi'=\frac{4at^2\delta}{|h|^2}.$$

At the gap edge $|h|=2t\delta$, so $|x_{cv}|=a/(2\delta)$. The velocity element, multiplied by $\hbar$, is $\Delta E\,|x_{cv}|=4at^2\delta/|h|$. At the edge it equals $2ta$, which is also $\hbar$ times the Fermi velocity of the undistorted chain. At fixed $t$ the distortion therefore leaves the velocity coupling at the edge unchanged. What it changes there is the energy that a transition costs.

## The polarizability

A static field $F$ lowers the energy of one electron by $e^2F^2|x_{cv}|^2/\Delta E$ in second order. Equating this to $\alpha F^2/2$ gives $\alpha=2e^2|x_{cv}|^2/\Delta E$. For a field of frequency $\omega$, the two rotating parts contribute

$$e^2|x_{cv}|^2\left[\frac1{\Delta E-\hbar\omega}+\frac1{\Delta E+\hbar\omega}\right]=\frac{2e^2|x_{cv}|^2\Delta E}{\Delta E^2-\hbar^2\omega^2}.$$

Two spins double this. With angle brackets for the average over $k$, the polarizability per cell is

$$\alpha(\omega)=e^2\left\langle\frac{w}{\Delta E^2-\hbar^2\omega^2}\right\rangle,\qquad w=4|x_{cv}|^2\Delta E .$$

Inserting $|x_{cv}|=\varphi'/2$ and $|h|=2t\sqrt D$,

$$w=2|h|\varphi'^2=\frac{32a^2t^4\delta^2}{|h|^3}=4a^2t\,\delta^2D^{-3/2}.$$

Division by $\Delta E^2=16t^2D$ gives the static value

$$\alpha=\frac{e^2a^2\delta^2}{4t}\langle D^{-5/2}\rangle .$$

The average can be reduced to the complete elliptic integrals of parameter $m=1-\delta^2$,

$$K=\int_0^{\pi/2}D^{-1/2}d\theta,\qquad E=\int_0^{\pi/2}D^{1/2}d\theta .$$

First substitute $\tan\psi=1/(\delta\tan\theta)$. This maps the interval onto itself in reverse, with $D(\psi)=\delta^2/D(\theta)$ and $|d\psi|=\delta\,d\theta/D(\theta)$. Hence

$$\int_0^{\pi/2}D^{-3/2}d\theta=\frac{E}{\delta^2},\qquad \int_0^{\pi/2}D^{-5/2}d\theta=\frac1{\delta^4}\int_0^{\pi/2}D^{3/2}d\theta .$$

For the remaining integral, differentiate $\sin\theta\cos\theta\,D^{1/2}$ and eliminate $\sin^2\theta=(1-D)/m$:

$$\frac{d}{d\theta}\left(\sin\theta\cos\theta\,D^{1/2}\right)=\frac{(1-m)D^{-1/2}-(4-2m)D^{1/2}+3D^{3/2}}{m}.$$

The left side integrates to zero between $0$ and $\pi/2$. With $1-m=\delta^2$ and $4-2m=2(1+\delta^2)$, this means $3\int_0^{\pi/2} D^{3/2}d\theta=2(1+\delta^2)E-\delta^2K$. An average over $k$ is $2/\pi$ times the integral from $0$ to $\pi/2$, so

$$\boxed{\alpha=\frac{e^2a^2}{6\pi t\delta^2}\left[2(1+\delta^2)E-\delta^2K\right]}$$

Two limits fix its meaning. At $\delta=1$ both integrals equal $\pi/2$ and $\alpha=e^2a^2/(4t)$, the value for isolated dimers with dipole element $a/2$ and transition energy $4t$. For small $\delta$, $E\to1$ and $\delta^2K\to0$, so

$$\alpha\to\frac{e^2a^2}{3\pi t\delta^2}=\frac{16\,t\,e^2a^2}{3\pi E_g^2}.$$

At fixed mean hopping, a weakly distorted chain has a polarizability inversely proportional to the square of its gap.

## The response falls for every larger distortion

The small-$\delta$ law does not show that $\alpha$ falls over the whole range, or at finite frequency. For $\hbar\omega$ below the smallest gap being compared, expand the denominator in powers of $\omega^2$. Every term is a positive constant times $\delta^2\langle D^{-p}\rangle$, with $p=5/2,7/2,\dots$ Its derivative is

$$\frac{d}{d\delta}\,\delta^2\langle D^{-p}\rangle=2\delta\langle D^{-p}\rangle\,(1-p\,\bar r_p),\qquad r=\frac{\delta^2\sin^2\theta}{D},$$

where $\bar r_p$ is the mean of $r$ with weight $D^{-p}$. The case $p=2$ is elementary. Start from $\langle(A\cos^2\theta+B\sin^2\theta)^{-1}\rangle=(AB)^{-1/2}$ and apply $-(\partial_A+\partial_B)$ at $A=1$, $B=\delta^2$:

$$\langle D^{-2}\rangle=\frac{1+\delta^2}{2\delta^3},\qquad \delta^2\langle D^{-2}\rangle=\frac{1+\delta^2}{2\delta}.$$

The last expression falls for $\delta<1$, which requires $2\bar r_2>1$. Raising $p$ shifts the weight towards small $D$, that is, towards large $\sin^2\theta$, where $r$ is larger. So $\bar r_p$ grows with $p$, and $p\,\bar r_p>5/4$ for every term. Each derivative is negative, and $\alpha(\omega)$ falls strictly with $\delta$.

## Where the optical weight goes

The fall might suggest that the distortion removes optical strength. The total interband weight shows otherwise:

$$W=\langle w\rangle=4a^2t\delta^2\cdot\frac2\pi\cdot\frac{E}{\delta^2}=\frac8\pi a^2tE .$$

The band energy per cell is $E_{\rm band}=-2\langle|h|\rangle=-(8/\pi)tE$, so $W=a^2|E_{\rm band}|$. The distortion lowers the band energy and thereby raises $W$. As $\delta$ goes from 0 to 1, $E$ grows from 1 to $\pi/2$.

The undistorted chain is a metal with the same weight in another place. Its electrons respond as free carriers whose inverse mass is the band curvature divided by $\hbar^2$. The curvature has magnitude $2ta^2|\cos ka|$ and is positive throughout the occupied half of the band. For this integral, measure $\theta$ from the band minimum, which lies at $ka=\pi$ for positive $t$; the occupied half is then $|\theta|<\pi/2$. Summing over it, two spins and two atoms per cell,

$$W_{\rm Drude}=4\int_{-\pi/2}^{\pi/2}\frac{d\theta}{2\pi}\,2ta^2\cos\theta=\frac{8a^2t}{\pi},\qquad \alpha(\omega)=-\frac{e^2W_{\rm Drude}}{(\hbar\omega)^2}.$$

This equals the limit of $W$ for $\delta\to0$. The distortion takes the weight from zero frequency and places it above the gap. It does not go far. Near the edge put $\cos\theta=\delta q$, so that $D\approx\delta^2(1+q^2)$ and $w\propto(1+q^2)^{-3/2}$. Transitions below $2E_g$ have $|q|<\sqrt3$, and for small $\delta$ their share of the weight is

$$\int_0^{\sqrt3}\frac{dq}{(1+q^2)^{3/2}}=\left[\frac{q}{\sqrt{1+q^2}}\right]_0^{\sqrt3}=\frac{\sqrt3}2\approx87\,\% .$$

Define a mean transition energy $\bar E$ by $\alpha=e^2W/\bar E^2$. For small $\delta$ the two limits above give $\bar E^2=24t^2\delta^2=\tfrac32E_g^2$. The polarizability falls because $\bar E$ rises, while $W$ works slightly against the fall.

Not every low-energy response weakens with distortion. Between two distorted chains, the one with the larger distortion has the smaller static polarizability. It also absorbs less at photon energies between the two gaps, where only the other chain absorbs. An infinite undistorted chain has no finite static polarizability with which a distorted one could be compared. In a finite metallic chain of length $L$, the dipole elements near the Fermi level grow as $L$ and the level spacings shrink as $1/L$, so $\alpha$ per cell grows as $L^2$. Just below the gap, the distorted chain responds more strongly than the metal, because it is close to resonance.

## How large the effect is

Take the round values $a=0.31$ nm and $t=1.8$ eV, and compare $\delta=0.14$ with $\delta=0.20$ at the same $a$ and $t$. For $\delta=0.14$ the hoppings are 2.05 and 1.55 eV and the gap is $4\times1.8\times0.14=1.01$ eV. With $E=1.0281$ and $K=3.364$, the bracket in the boxed formula is

$$2(1.0196)(1.0281)-0.0196\times3.364=2.031,$$

$$\alpha=\frac{0.31^2}{6\pi\times1.8\times0.0196}\times2.031=0.293\ e^2\,\mathrm{nm^2/eV}.$$

The small-$\delta$ law gives 0.289. For $\delta=0.20$ the gap is 1.44 eV and $\alpha=0.146$ in the same unit. The polarizability has halved, with a ratio of 0.498.

The weight rises by 2.2 %, from 0.453 to 0.463 eV nm², while the mean transition energy rises from 1.24 to 1.78 eV. Together they reproduce the ratio: $1.022\times(1.242/1.779)^2=0.498$. About 85 % of the weight lies between one and two gaps in both cases.

The result was tested on open chains of 100 and 140 cells in a field of $10^{-4}$ V/nm. The difference of their dipoles gives the polarizability of the added cells, and it agrees with the boxed formula to better than one part in $10^5$ for both distortions.

At a photon energy of 0.5 eV, $\alpha$ is 0.367 and 0.162 for the two distorted chains, against $-1.76$ for the metal. At 0.998 eV, just below the smaller gap, the chain with $\delta=0.14$ reaches 4.13, against $-0.44$ for the metal.

For a dielectric constant, place such chains on a cubic grid, so that each occupies a cross-section $a^2$. Only the p orbitals along the field respond, and variations of the field inside the cell are neglected. Then

$$\varepsilon=1+\frac{e^2}{\varepsilon_0}\,\frac{\alpha/e^2}{2a^3}=1+\frac{18.095\times0.2934}{2\times0.31^3}=90,$$

and $\varepsilon=45$ for $\delta=0.20$.

## What the model leaves out

**Displacement of the atoms.** Let the strong bond have length $a-u$ and the weak one $a+u$. Then $h$ acquires the factor $e^{-iku}$, and $\varphi'$ becomes $4at^2\delta/|h|^2-u$. The first term is never below $a\delta$, so for $0<u<2a\delta$ every dipole element shrinks and $\alpha$ falls further. If hopping varies as the inverse square of bond length, $u=0.022$ and 0.031 nm for the two distortions. The corrections are $-2.9$ % and $-6.0$ %. The displacement also lowers the optical weight: at fixed mean hopping, $W$ then falls by about 3 % from the smaller to the larger distortion, instead of rising by 2.2 %. The same hopping law raises the mean hopping by 1.5 % and 3.1 % over that of equal bonds, so a fixed mean is a fair approximation here.

**Coupling between rows.** Sideways pi hopping of one quarter the sigma strength, alternating with the same $\delta$, halves both gaps, to 0.50 and 0.72 eV. It raises the $\alpha$ of the p orbital along the field by 30 % in both cases, and the two transverse p orbitals, which now respond as well, add about another 7 %. The ratio between the two distortions stays near one half.

**Unlike neighbours.** In a compound the two atoms have different p levels. A level difference of 1 eV opens a gap even without distortion. The values of $\alpha$ at $\delta=0$, 0.14 and 0.20 are then 0.292, 0.147 and 0.098. Distortion still lowers the polarizability, but the step from 0.14 to 0.20 now removes one third of it instead of one half.

**Temperature and field.** For $\delta=0.14$ at 600 K, thermal occupation reduces the interband part of $\alpha$ by a fraction of $6\times10^{-5}$, and the free carriers hold about $4\times10^{-5}$ of $W$. For this undoped chain both are negligible at optical frequencies, although at zero frequency any free carriers make the response metallic. With the gap halved by sideways hopping, the thermal loss grows to about $2\times10^{-3}$. Real crystals of this class are often semimetals or heavily doped, and their free carriers contribute in the infrared. At 0.5 MV/cm, or 0.05 V/nm, the field admixes the upper band at the edge with amplitude $eF|x_{cv}|/E_g=0.05\times1.107/1.008=5.5$ %, and the ratio of induced dipole to field rises by only about 1 %. The slope of the dipole against the field, which a small added signal would measure, rises by about 4 %. Linear response is therefore a reasonable description of the polarization. Tunnelling between the bands, which a static field also causes, is not included. The estimate concerns the bound electrons of the ideal chain only: in amorphous phase-change films, fields of this order can already cause threshold switching, which the model does not describe.

Electron-hole attraction, local fields, mixing with s orbitals and structural disorder are left out, and their size is not estimated here.

## Beside real materials

The parameters lie in the rough regime of antimony, an elemental phase-change material with half-filled p orbitals and bonds of roughly 0.29 and 0.34 nm. At $\delta=0.14$ the model's bonds are 0.288 and 0.332 nm. The model is not a calculation of antimony: its crystal is a semimetal, whereas the chain has a gap of 1 eV. In the common germanium-antimony-tellurium compounds the electronic dielectric constant is, as a rough guide, a few tens in the crystal and between ten and twenty in the glass, so 90 and 45 are high for them. The assumption of identical atoms is one that these compounds break. With the 1 eV level difference, the same conversion gives about 46 and 31. The model shows that stronger alternation alone can produce a contrast of this order. It does not show that alternation accounts for the whole contrast between crystal and glass, which also differ in bond alignment and density.

## Consequences for calculations and measurements

For like atoms, small $\delta$ and fixed $t$, $\alpha\propto\delta^{-2}$ implies

$$\frac{d\alpha}{\alpha}\approx-2\,\frac{d\delta}{\delta}.$$

An error of 0.01 in $\delta=0.14$ then shifts $\alpha$ by about 14 %. A computed dielectric constant of a distorted p-bonded material should therefore be reported with the bond lengths used, and its sensitivity to them checked. In the same regime $\alpha\propto E_g^{-2}$, so a method that makes the gap too small through too small a $\delta$, with the mean hopping right, overestimates the polarizability according to this square law. If instead the empty levels lie rigidly too low while the orbitals are right, the overestimate is weaker: for $\delta=0.14$ and a gap 30 % too small, it is a factor of about 1.4 instead of 2.

The $k$-point mesh needs equal care. The static response comes mainly from a region of width about $\delta$ in $ka$ around the gap edge. In this model a uniform mesh with spacing $\delta/a$ along the row can still be wrong by about 5 %, while half that spacing brings the error below 0.1 %.

To see whether a measured or computed contrast has this origin, compare the interband weight, which is proportional to the integral of $\omega\,\mathrm{Im}\,\varepsilon(\omega)$, as well as $\varepsilon$ itself, at equal atomic density and over a range that covers the p-band transitions. For a modest difference in distortion, such as the one above, the mechanism predicts a nearly constant weight with a higher mean transition energy, and a large loss of weight would point to a further cause, such as fewer aligned p bonds. For strong alternation the displacement of the atoms itself removes weight: from $\delta=0.14$ to 0.4, $W$ falls by about 17 % at fixed mean hopping, or by about 6 % if the mean hopping also follows the inverse-square law. The factor $\omega$ in the integral matters: without it, the integral falls by 29 % between the two chains above, although their weight $W$ is nearly the same. The numerical output lists the remaining values for both distortions.

## Calculated quantities

```
spacing a = 0.31 nm, mean hopping t = 1.80 eV
e/epsilon_0 = 18.095 V nm
undistorted: Drude weight = 0.4405 eV nm^2
undistorted: alpha at 0.5 eV = -1.762 e^2 nm^2/eV
undistorted open chain, 100 cells: static alpha/cell = 115.0 e^2 nm^2/eV
undistorted open chain, 200 cells: static alpha/cell = 456.6 e^2 nm^2/eV
--- delta = 0.14
hoppings = 2.052 and 1.548 eV
gap = 1.008 eV
elliptic E = 1.02812, K = 3.36405
static alpha per cell = 0.2934 e^2 nm^2/eV
small-delta estimate = 0.2890 e^2 nm^2/eV
alpha at 0.5 eV = 0.3666 e^2 nm^2/eV
optical weight W = 0.4529 eV nm^2
mean transition energy = 1.242 eV
weight between one and two gaps = 85.5 %
dielectric constant of chain array = 90.1
edge dipole element = 1.107 e nm
displacement u = 0.0218 nm, bonds 0.288 and 0.332 nm
alpha with displacement = 0.2848 e^2 nm^2/eV (-2.9 %)
rise of mean hopping from bond lengths = 1.5 %
with lateral pi hopping: alpha = 0.3821 e^2 nm^2/eV, gap = 0.504 eV
field mixing at 0.5 MV/cm = 5.5 %
--- delta = 0.20
hoppings = 2.160 and 1.440 eV
gap = 1.440 eV
elliptic E = 1.05050, K = 3.01611
static alpha per cell = 0.1462 e^2 nm^2/eV
small-delta estimate = 0.1416 e^2 nm^2/eV
alpha at 0.5 eV = 0.1618 e^2 nm^2/eV
optical weight W = 0.4627 eV nm^2
mean transition energy = 1.779 eV
weight between one and two gaps = 85.1 %
dielectric constant of chain array = 45.4
edge dipole element = 0.775 e nm
displacement u = 0.0313 nm, bonds 0.279 and 0.341 nm
alpha with displacement = 0.1374 e^2 nm^2/eV (-6.0 %)
rise of mean hopping from bond lengths = 3.1 %
with lateral pi hopping: alpha = 0.1903 e^2 nm^2/eV, gap = 0.720 eV
field mixing at 0.5 MV/cm = 2.7 %
--- comparisons and further limits
alpha ratio strong/weak = 0.498
weight ratio strong/weak = 1.022
delta 0.14, photon 0.998 eV: alpha = 4.129, metal -0.442 e^2 nm^2/eV
level difference 1.0 eV: alpha = 0.2922, 0.1472, 0.0982 e^2 nm^2/eV at delta 0, 0.14, 0.2
delta 0.14, 300 K: interband alpha loss = 2.6e-09, carrier Drude weight / W = 1.8e-09
delta 0.14, 600 K: interband alpha loss = 5.9e-05, carrier Drude weight / W = 4.1e-05
```
